# Shortest-path rings in periodic bond networks by breadth-first search

Each atom in a perfect silicon crystal lies on 24 closed paths of eight bonds that visit no atom twice. It lies on no eight-membered shortest-path ring. Its rings of that kind are twelve six-membered ones, and there are none of any other length. The difference comes from shortcuts, and a ring search has to detect them all.

## Definitions and the bond list

A periodic network is stored as the atoms of one cell. A node of the infinite network is a pair $(i,\mathbf S)$: atom $i$ in the cell displaced by the integer shift $\mathbf S$. The distance $d(u,v)$ is the smallest number of bonds joining two nodes. A shortest-path ring is a simple cycle in which, for every pair of members, $d$ equals the shorter separation along the ring. Other ring definitions exist and can give other counts.

Atoms $i$ and $j$ are bonded with relative shift $\mathbf T$ when their separation is below a cutoff $r_c$. Let $H_k$ be the height of the cell between its faces of kind $k$, and $\Delta f_k$ the difference of fractional coordinates. The separation is at least its component normal to those faces, $|\Delta f_k+T_k|H_k$. A bond therefore requires

$$|T_k|\le \max|\Delta f_k|+r_c/H_k ,$$

which fixes the range of shifts to scan.

For silicon I take a rough lattice constant $a=0.543$ nm. The bond length is $\sqrt3\,a/4=0.235$ nm and the second-neighbour distance is $a/\sqrt2=0.384$ nm. A cutoff of 0.285 nm lies between them.

## The search

Breadth-first search from atom $i$ of the home cell visits nodes in order of distance. Translation symmetry then supplies the distance between any two nodes:

$$d\big((i,\mathbf S),(j,\mathbf T)\big)=d\big((i,\mathbf 0),(j,\mathbf T-\mathbf S)\big).$$

One table per atom is enough. For rings up to length $L$, its depth is $\lfloor L/2\rfloor$, the largest separation along such a ring.

Seen from a root, a ring of length $2k$ has one opposite node. It lies at distance $k$ and is reached by two shortest paths that share only their ends. A ring of length $2k+1$ has one opposite bond, whose two ends lie at distance $k$ and are reached by shortest paths that share only the root. The opposite node or bond is unique, so each ring is built once per root.

These conditions involve distances from the root alone. The other pairs must still be tested, but testing pairs at separation $h=\lfloor n/2\rfloor$ is sufficient for a ring of length $n$. To see this, suppose members $p$ and $q$ have separation $m<h$ but $d(p,q)<m$. Continue along the ring from $p$ through $q$ for another $h-m$ bonds, to a member $w$. The separation of $p$ and $w$ is $h$, and the triangle inequality gives

$$d(p,w)\le d(p,q)+(h-m)<m+(h-m)=h .$$

Any shortcut thus shows up in a pair at separation $h$.

```
for each atom i:
    table[i] = breadth-first distances to depth floor(L/2)

for each atom i, with root = (i, 0):
    for each node v, in order of distance k >= 1:
        paths[v] = every path to a neighbour of v at
                   distance k-1, extended by v
    candidates = empty
    for each v at distance k, with 2k <= L:
        for each pair of paths to v sharing only their ends:
            add the cycle of length 2k
    for each bond v-w, taken once, both ends at distance k,
                   with 2k+1 <= L:
        for each path to v and path to w sharing only the root:
            add the cycle of length 2k+1
    for each candidate of length n:
        h = floor(n/2)
        accept if all members at ring separation h
                   have network distance h
```

To obtain rings per cell, sum the $n$-rings over all atoms of the cell and divide by $n$. Each translation class of rings is met once for each of its $n$ members, because no nonzero translation maps a finite ring onto itself.

## Why diamond gives twelve

Let the four bond vectors from one sublattice be

$$\mathbf e_1=\tfrac a4(1,1,1),\quad \mathbf e_2=\tfrac a4(1,-1,-1),$$
$$\mathbf e_3=\tfrac a4(-1,1,-1),\quad \mathbf e_4=\tfrac a4(-1,-1,1).$$

From the other sublattice the bonds are $-\mathbf e_i$, so a path alternates between plus and minus steps. Put the root on the first sublattice; inversion about a bond centre covers the other case. Every site is $\sum_i m_i\mathbf e_i$ with integers $m_i$ whose sum is 0 on the root's sublattice and 1 on the other.

These integers are unique. Three of the vectors are linearly independent and all four add to zero, so the only freedom is to add the same integer $c$ to every $m_i$. That changes the sum by $4c$, which the condition on the sum forbids unless $c=0$.

A step changes one $m_i$ by one, so reaching the site takes at least $\sum_i|m_i|$ steps. This number is also sufficient. The positive units equal the negative ones in number, or exceed them by one, so they can be taken alternately, starting with a plus. Hence

$$d=\sum_{i=1}^4|m_i| ,$$

and the same formula holds for the difference vector of any two sites. It agrees with the breadth-first distances for all nodes out to six bonds.

Every bond joins the two sublattices, so rings have even length $2k$. Write the steps as $s_1,\dots,s_{2k}$, each a signed unit vector along one of four axes. In a shortest-path ring, any $k$ successive steps must cover distance $k$, so no axis may occur in them with both signs.

Let the first $k$ steps add to $\mathbf D$. The remaining steps add to $-\mathbf D$. Neither half contains a cancellation, so its sum determines which steps it contains, apart from their order. The second half therefore consists of the negatives of the first-half steps, and $s_{k+1}=-s_j$ for some $j\le k$. The window $s_2,\dots,s_{k+1}$ also contains no cancellation, so $-s_{k+1}$ is absent from $s_2,\dots,s_k$. This leaves

$$s_{k+1}=-s_1,\qquad s_1\ne s_2,\dots,s_k .$$

The starting point was arbitrary, so $s_{i+k}=-s_i$ for every $i$, and the steps in a half are all different. Since they do not cancel either, they use $k$ different axes, and $k\le4$. Signs alternate, so $s_{1+k}$ has the sign of $s_1$ times $(-1)^k$; this must be a reversal, and $k$ is odd. The value $k=1$ merely retraces a bond. Therefore $k=3$.

Conversely, three different axes $i,j,l$ give the closed sequence $+i,-j,+l,-i,+j,-l$. Any three successive steps use different axes, so opposite members are at distance 3, and by the lemma above the cycle is a ring. There are $4\cdot3\cdot2=24$ ordered choices. Reversing the direction turns $(i,j,l)$ into $(l,j,i)$, so each ring was counted twice:

$$N_6=\frac{4\cdot3\cdot2}{2}=12 .$$

The search to length 12 returns these twelve and nothing else. It also builds 12 candidates of length 8, 108 of length 10 and 144 of length 12, and rejects them all. One rejected eight-cycle is $+1,-2,+3,-4,+2,-1,+4,-3$. Its opposite node is at distance 4 from the root, so the root sees nothing wrong. But the four steps $-2,+3,-4,+2$ join two members whose distance is only 2.

## Networks with oxygen bridges

Place one oxygen atom on every bond of a cation network. Each cation ring of length $n$ becomes a cycle of length $2n$, and the shortcut condition carries over in both directions. Distances between cations double. The distance between the oxygens on two different bonds is 2 plus twice the smallest distance between an end of one bond and an end of the other; from a cation to an oxygen it is 1 plus twice the smaller distance to the ends of that oxygen's bond. If the cation ring has no shortcut, all these distances equal their values along the ring. If the longer ring has none, its cation pairs give the condition for the shorter one.

Ideal beta-cristobalite is silicon on diamond sites with such bridges. With a rough lattice constant of 0.716 nm its Si–O bond is 0.155 nm. This is shorter than the roughly 0.161 nm of real silica, whose bridges are bent; the bond network, and hence the rings, are the same. The search to length 14 finds twelve 12-atom rings through each silicon. Each ring uses two of the four bonds at a silicon, so a bond, and hence its oxygen, lies on $12\cdot2/4=6$ rings, as found.

## One bond switch in silicon

A $3\times3\times3$ silicon cell has 216 atoms, an edge of 1.629 nm and $216\cdot12/6=432$ six-rings. Take a zigzag chain A–B–C–D in which the bonds A–B and C–D are parallel. Replace these two bonds by A–C and B–D. All atoms stay fourfold coordinated. Moves of this kind are used to build amorphous silicon networks; a single one makes a defect, not an amorphous solid.

The rings per cell, searched to length 12, change as follows:

| Length | Perfect | Switched |
|---|---:|---:|
| 5 | 0 | 4 |
| 6 | 432 | 420 |
| 7 | 0 | 8 |

These numbers can be traced through the old six-rings.

- **Five-rings.** Two bonds at an atom share $12/6=2$ six-rings, since an atom has six pairs of bonds. The two rings through A–B–C can now go directly from A to C, which shortens them to five. They do not use C–D, because the chain repeats an axis and so lies in no six-ring. The two rings through B–C–D shorten in the same way, giving four.
- **Six-rings.** Each deleted bond lay on six rings, and the two bonds shared none. The loss is $6+6=12$, which accounts for the whole printed change.
- **Seven-rings.** Of the six old rings through A–B, four avoid C. Replacing A–B by the detour A–C–B lengthens them to seven. The detour C–B–D does the same for four rings through C–D, giving eight.

The counts at individual atoms agree with this construction. Atom B lies on both kinds of detour and has eight seven-rings; atom A has four.

If "exactly twelve six-rings and no others" is used as a label for crystalline surroundings, 182 of the 216 atoms keep it. One switch removes it from 34 atoms, although only four atoms changed a bond. Such a label therefore undercounts crystal next to this defect. A free surface has a similar effect: fourfold atoms just below it lose the six-rings that would have passed through the missing atoms.

The positions were then relaxed with Keating springs, which penalize changes of bond length and angle, with weight $3\alpha/16$ per bond, weight $3\beta/8$ per bond angle and $\beta/\alpha=0.3$. In Keating's normalization both weights carry $3/8$ and silicon has $\beta/\alpha$ near 0.3. The choice made here corresponds to 0.6 in that normalization, so bending is about twice too stiff relative to stretching: $C_{12}/C_{11}$ is 0.14, against about 0.39 for silicon. Bonds in the resulting stationary structure range from 0.199 to 0.245 nm. The shortest is about 15% below the ideal 0.235 nm. Much of this strain comes from the stiff bending term. With weight $3\alpha/8$ per bond the bonds span 0.215 to 0.242 nm, the shortest is about 9% below ideal, the closest non-bonded pair is at 0.328 nm and the middle of the gap moves to 0.285 nm. Neither set should be read as a prediction for silicon. I use the structure for one purpose: the closest non-bonded pair is at 0.335 nm, and a cutoff in the middle of the gap, 0.290 nm, recovers the switched network from coordinates.

## Cost and stability

Let $V$ be the number of nodes within the table depth. The tables need memory proportional to $NV$ for $N$ atoms, and at fixed coordination the searches take time of the same order. For diamond to length 12, the shells contain 4, 12, 24, 42, 64 and 92 atoms, so $V=239$ with the root. At fixed $L$ and similar local structure the ring search is linear in $N$ once the bond list exists. The program builds that list by comparing all pairs of atoms, which costs order $N^2$; sorting the atoms into boxes about as wide as the cutoff would make this step linear too.

Path storage is the less predictable part. If $P_v$ shortest paths reach $v$, the even-ring step compares $P_v(P_v-1)/2$ pairs, and $P_v$ can grow exponentially with depth. Raise $L$ gradually in dense networks.

Direct enumeration is a useful check at small $L$. It lists every simple cycle and tests all its pairs. To length 8 it agrees with the search for diamond, for hexagonal diamond, and for 32 atoms of a 64-atom network scrambled by 20 random switches. The last case matters because it contains odd rings, including 16 five-rings and 44 seven-rings per cell.

Once the bond list exists, all operations use integers and rounding plays no part. The sensitive decision is the cutoff.

## Failure modes

**Lost cell shifts.** If periodic copies are treated as the same node, paths across the cell close falsely. In the eight-atom diamond cell, each atom becomes bonded to all four atoms of the other sublattice. Choosing two of these and one of the three remaining atoms on its own sublattice gives $6\cdot3=18$ false four-rings per atom, and the six-rings vanish.

The 64-atom cell keeps its twelve six-rings but gains 114 false eight-rings per atom. A cell edge is $2a\hat{\mathbf x}=2(\mathbf e_1+\mathbf e_2-\mathbf e_3-\mathbf e_4)$, eight bonds long. Its four plus steps can be ordered in $4!/(2!\,2!)=6$ ways and so can its minus steps, giving 36 paths for each of three axes. Each of the six face diagonals is also eight bonds long, with a single ordering. The total is $3\cdot36+6=114$. Keeping the shifts removes these rings, though a defect in the cell is still repeated periodically.

**Wrong bonds.** Independent Gaussian displacements were added to the relaxed cell, with the 0.290 nm cutoff held fixed. The averages are over five snapshots of 432 bonds, so they are rough: such an average scatters by about 0.9 bonds in the second row and 2.7 in the third.

| Displacement per axis (nm) | Wrong bonds per snapshot |
|---:|---:|
| 0.008 | 0.0 |
| 0.016 | 3.8 |
| 0.024 | 31.2 |

The first value is a rough room-temperature size for silicon. At twice that displacement about 1% of the bond count is wrong, and at three times 7 to 8%. These rates depend on the relaxed structure and its cutoff; with Keating's normalization and the 0.285 nm cutoff they rise to about 1.7% and 9.5%. The last row only shows the trend: in a harmonic crystal the mean square displacement grows roughly in proportion to temperature, so three times the room-temperature displacement would lie above silicon's melting point. Independent displacements also ignore that bonded atoms move partly together, which makes real bond lengths vary less. Averaging positions over time before building the bond list reduces this error, provided atoms do not change sites meanwhile.

One missing bond in the perfect cell removes six six-rings, leaving 426, and creates three ten-rings. Two six-rings that shared the missing bond and no other have a joint outline of $2\cdot6-2=10$ bonds. To see which of these outlines are rings, let the missing bond be the step $+1$ from A to B, and let $j,l$ be two of the other three axes. Starting at A, consider the outline $+l,-j,+1,-l,+j,-l,+j,-1,+l,-j$. Two of its five opposite pairs are five bonds apart by the distance formula. The other three are A and B themselves and two pairs with difference vectors $\mathbf e_1-2\mathbf e_l$ and $2\mathbf e_j-\mathbf e_1$. Their only paths shorter than five bonds used the missing bond, so they too are now five apart. The outline is therefore a ring. Exchanging $j$ and $l$ gives the same ring in reverse, so the three pairs of axes give three rings, which are all that the search finds.

**Ambiguous signature.** Hexagonal diamond also gives twelve six-rings per atom and nothing else to length 12. Ring counts of this kind do not separate the two crystals; another measure is needed, such as the arrangement of second neighbours or the bond torsions.

**Search limit.** An absent length means absent up to $L$. The diamond proof removes this limit for the perfect crystal, but not for defective cells.

**Real amorphous oxides.** The silicon and cristobalite parameters are close to typical values, but both networks are idealized. In amorphous indium gallium zinc oxide, cations have different metal–oxygen distances and an oxygen can bond to more than two of them. Separate cutoffs for the different element pairs are then advisable, and a ring of the full network need not correspond to a ring of the cation network. The search still applies to the full bond network, but the size of these effects there has not been computed here. The values quoted above are collected in the numerical output below.

## Table of computed values

```
Silicon lattice constant (rough): 0.543 nm
Bond length: 0.2351 nm
Second-neighbour distance: 0.3840 nm
Bond cutoff: 0.285 nm
Diamond atoms at distance 1 to 6 bonds: 4, 12, 24, 42, 64, 92
Ring lists below read length:count
Diamond, candidates per atom, to length 12: 6:12, 8:12, 10:108, 12:144
Diamond, accepted rings per atom, to length 12: 6:12
Diamond, all simple cycles per atom, to length 8: 6:12, 8:24
Folded 8-atom cell, rings per atom, to length 8: 4:18
Folded 64-atom cell, rings per atom, to length 8: 6:12, 8:114
Ideal beta-cristobalite lattice constant (rough): 0.716 nm
Its Si-O bond length: 0.1550 nm
Its rings per Si atom, to length 14: 12:12
Its rings per O atom, to length 14: 12:6
Hexagonal diamond, rings per atom, to length 12: 6:12
Random test network: 64 atoms, 20 switches, 32 atoms checked by enumeration
Its rings per cell, to length 8: 3:1, 5:16, 6:39, 7:44, 8:35
Silicon cell: 216 atoms, edge 1.629 nm
Perfect cell, rings per cell, to length 12: 6:432
One switch, rings per cell, to length 12: 5:4, 6:420, 7:8
Rings through chain atom A: 5:2, 6:6, 7:4
Rings through chain atom B: 5:2, 6:4, 7:8
Atoms keeping exactly twelve six-rings: 182 of 216
Bending/stretching spring ratio: 0.3
Relaxed bonds: 0.1987 to 0.2452 nm
Shortest non-bonded distance: 0.3348 nm
Cutoff at the middle of the gap: 0.2900 nm
Thermal test: 5 snapshots, 432 bonds each
Displacement 0.008 nm per axis, wrong bonds per snapshot: 0.0
Displacement 0.016 nm per axis, wrong bonds per snapshot: 3.8
Displacement 0.024 nm per axis, wrong bonds per snapshot: 31.2
One bond missing, rings per cell, to length 12: 6:426, 10:3
Six-rings lost with one bond: 6
```
